# Bloch-Grüneisen phonon resistivity for a simple metallic silicide

## 1. Form of the answer from symmetry and scaling

In an isotropic or cubic metal the resistivity tensor is a number, so one direction of current suffices. Let electrons of mass $m$, density $n$ and charge $-e$ scatter weakly from sound waves $\omega=cq$ with $q<q_D$. The coupling energy per unit dilation is $D$ and the mass density is $\rho_M$. Write $k$ for Boltzmann's constant where it multiplies a temperature, and define $\Theta$ by $k\Theta=\hbar cq_D$.

The powers of $q$ can be counted before any integral is done. The number of phonon modes gives $q^2dq$, the squared momentum change gives $q^2$, and the squared coupling gives $q^2/\omega\propto q$. The electron phase space, proportional to $\omega/q$, gives no power. Linear response to a drift adds $1/kT$. Temperature otherwise enters through Bose factors of $x=\hbar cq/kT$, so

$$\rho\propto\frac{1}{kT}\int_0^{q_D}q^5\,F\!\left(\frac{\hbar cq}{kT}\right)dq\;\propto\;\left(\frac{T}{\Theta}\right)^5\int_0^{\Theta/T}x^5F(x)\,dx .$$

What remains is to find $F$ and the prefactor. The result is

$$\rho(T)=A\left(\frac T\Theta\right)^5J_5\!\left(\frac\Theta T\right),\qquad J_5(y)=\int_0^y\frac{x^5\,dx}{(e^x-1)(1-e^{-x})},\tag{1}$$

$$A=\frac{m^2D^2q_D^6}{12\pi^3\hbar\,n^2e^2\rho_M\,k\Theta}.\tag{2}$$

It assumes one parabolic band, $kT$ and $k\Theta$ far below the Fermi energy $E_F$, one longitudinal branch, constant $D$, $q_D<2k_F$, phonons held in equilibrium, and normal processes only (no reciprocal-lattice vector exchanged). Equation (1) belongs to a rigidly displaced Fermi sphere. Within the model it is an upper bound on the resistivity, and it becomes the true leading behaviour at both ends of the temperature range.

## 2. Boltzmann equation and the bound

Set $\hbar=1$ until the end of Section 4, and let $\beta=1/kT$. Let $f_0$ be the Fermi function and $f_0'=\partial f_0/\partial\varepsilon$, so that $-f_0'=\beta f_0(1-f_0)$. Write the disturbed occupation as

$$f_{\mathbf k}=f_0+(-f_0')\Phi_{\mathbf k}.$$

To first order this means $f/(1-f)=[f_0/(1-f_0)](1+\beta\Phi)$. Let $W_{\mathbf k\mathbf k'}$ be the transition rate and $P_{\mathbf k\mathbf k'}=W_{\mathbf k\mathbf k'}f_0(\mathbf k)[1-f_0(\mathbf k')]$. For equilibrium phonons detailed balance gives $P_{\mathbf k\mathbf k'}=P_{\mathbf k'\mathbf k}$. Gains minus losses are then

$$\left(\frac{\partial f}{\partial t}\right)_{\rm coll}=-(L\Phi)_{\mathbf k},\qquad (L\Phi)_{\mathbf k}=\beta\sum_{\mathbf k'}P_{\mathbf k\mathbf k'}(\Phi_{\mathbf k}-\Phi_{\mathbf k'}).$$

A field $E$ along $x$ gives $\dot k_x=-eE$. The steady equation is $-eEv_xf_0'=-L\Phi$. With $\Phi=-E\chi$ it becomes

$$L\chi=X,\qquad X_{\mathbf k}=e\,v_x(-f_0').$$

The minus sign in $\Phi$ says that electrons are displaced against the field. Let $\langle a,b\rangle=\sum_{\mathbf k}a_{\mathbf k}b_{\mathbf k}$ for one spin. In volume $V$, with both spins, the current density is

$$j=-\frac{2e}{V}\sum_{\mathbf k}v_x(-f_0')\Phi=\frac{2E}{V}\langle\chi,X\rangle,\qquad \sigma=\frac2V\langle\chi,L\chi\rangle .$$

Symmetry of $P$ gives, for any trial function $\psi$,

$$\langle\psi,L\psi\rangle=\frac\beta2\sum_{\mathbf k\mathbf k'}P_{\mathbf k\mathbf k'}(\psi_{\mathbf k}-\psi_{\mathbf k'})^2\ge0 .$$

The Cauchy-Schwarz inequality therefore holds for $L$:

$$\langle\psi,X\rangle^2=\langle\psi,L\chi\rangle^2\le\langle\psi,L\psi\rangle\langle\chi,L\chi\rangle=\langle\psi,L\psi\rangle\frac{V\sigma}{2}.$$

Since $\rho=1/\sigma$,

$$\rho\le\frac V2\frac{\langle\psi,L\psi\rangle}{\langle\psi,X\rangle^2},\tag{3}$$

with equality when $\psi\propto\chi$.

Choose $\psi=k_x$. A small multiple $uk_x$ used as $\Phi$ changes $f_0(\varepsilon)$ into $f_0(\varepsilon-uk_x)$, which is a Fermi sphere displaced by $mu$. Because $v_xf_0'=\partial f_0/\partial k_x$, integration by parts gives

$$\langle k_x,X\rangle=-e\sum_{\mathbf k}k_x\frac{\partial f_0}{\partial k_x}=e\sum_{\mathbf k}f_0=\frac{enV}{2}.$$

Inserting this in (3), the factors $V/2$, $\beta/2$ and $4/(e^2n^2V^2)$ combine to

$$\rho=\frac{\beta}{n^2e^2V}\sum_{\mathbf k\mathbf k'}P_{\mathbf k\mathbf k'}(k_x-k_x')^2 .\tag{4}$$

From here $\rho$ denotes this rigid-displacement value unless stated otherwise.

## 3. Coupling and electron phase space

A sound wave changes the electron energy by $D\,\nabla\cdot\mathbf u$. The quantized displacement has amplitude $(2\rho_MV\omega)^{-1/2}$ per mode, and the divergence of a longitudinal wave supplies a factor of magnitude $q$. Hence

$$|g_q|^2=\frac{D^2q^2}{2\rho_MV\omega}.$$

For absorption, $\mathbf k'=\mathbf k+\mathbf q$ and $\varepsilon'=\varepsilon+\omega$. With $N=1/(e^{\beta\omega}-1)$, the golden rule gives

$$P_{\rm abs}=2\pi|g_q|^2N f_0(\varepsilon)[1-f_0(\varepsilon+\omega)]\,\delta(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}-\omega).$$

To simplify the occupations, put $a=e^{\beta(\varepsilon-\mu)}$ and $b=e^{\beta\omega}$, where $\mu$ is the chemical potential. Then

$$f_0(\varepsilon)[1-f_0(\varepsilon+\omega)]=\frac{ab}{(1+a)(1+ab)},\qquad
f_0(\varepsilon)-f_0(\varepsilon+\omega)=\frac{a(b-1)}{(1+a)(1+ab)}.$$

Their ratio is $b/(b-1)=N+1$. The remaining sum for one spin is

$$S_q=\sum_{\mathbf k}[f_0(\varepsilon)-f_0(\varepsilon+\omega)]\,\delta\!\left(\frac{kq\cos\vartheta}{m}+\frac{q^2}{2m}-\omega\right).$$

Replace the sum by $V/(2\pi)^3\int d^3k$. The azimuth gives $2\pi$, and the delta function integrated over $\cos\vartheta$ gives $m/(kq)$. Its root is $\cos\vartheta=mc/k-q/2k$. Near the Fermi surface, with $c$ much smaller than the Fermi speed $v_F$, the root is allowed for $q<2k_F$, apart from a small shift of the limit. Using $k\,dk=m\,d\varepsilon$,

$$S_q=\frac{V}{4\pi^2}\frac{m^2}{q}\int d\varepsilon\,[f_0(\varepsilon)-f_0(\varepsilon+\omega)]=\frac{Vm^2\omega}{4\pi^2q}.\tag{5}$$

The energy integral equals $\omega$ because it is the area between two equal steps displaced by $\omega$; the band bottom is too far away to matter in a degenerate metal.

## 4. Assembly of the resistivity

Every absorption has a reverse emission with equal $P$ and the same squared momentum change. The double sum in (4) is therefore twice the absorption sum. Isotropy replaces $q_x^2$ by $q^2/3$:

$$\rho=\frac{\beta}{n^2e^2V}\,2\sum_{\mathbf q}\frac{q^2}{3}\,2\pi\,\frac{D^2q^2}{2\rho_MV\omega}\,N(N+1)\,\frac{Vm^2\omega}{4\pi^2q}.$$

The numerical factors multiply to $2\cdot\frac13\cdot2\pi\cdot\frac12\cdot\frac1{4\pi^2}=1/(6\pi)$. With $\sum_{\mathbf q}=V/(2\pi^2)\int q^2dq$,

$$\rho=\frac{m^2D^2}{12\pi^3n^2e^2\rho_MkT}\int_0^{q_D}q^5N(N+1)\,dq .\tag{6}$$

Put $q=q_D(T/\Theta)x$. Then $q^5dq=q_D^6(T/\Theta)^6x^5dx$, while $1/kT=(1/k\Theta)(\Theta/T)$, which leaves five powers of $T/\Theta$. Also

$$N(N+1)=\frac{1}{e^x-1}\,\frac{e^x}{e^x-1}=\frac1{(e^x-1)(1-e^{-x})}.$$

This is equation (1). Without $\hbar$, the prefactor has the unit $\mathrm{kg\,J\,m^3\,C^{-2}}$. Resistivity has the unit $\mathrm{J\,s\,m\,C^{-2}}$. The missing unit, $\mathrm{s\,kg^{-1}m^{-2}}$, is that of $1/\hbar$, which fixes (2).

If the Fermi surface is small, so that $2k_F<q_D$, equation (5) cuts the integral in (6) at $2k_F$. Replacing $q_D$ by $2k_F$, and $k\Theta$ by $2\hbar ck_F$, gives the same function. The characteristic temperature then measures the Fermi surface, not the Debye cutoff.

A numerical test evaluated the golden-rule force on a displaced Fermi sphere, without linearization or the occupation identity. For $q_D=1.2k_F$, $k\Theta=0.012E_F$, drift speed $0.003c$ and five temperatures from $\Theta/30$ to $3\Theta$, the largest difference relative to the formula was $2.2\times10^{-5}$.

## 5. The two limits

**Low temperature.** For $T\ll\Theta$ the upper limit of $J_5$ may be sent to infinity. Expanding the thermal factor,

$$\frac{e^x}{(e^x-1)^2}=\sum_{\ell=1}^{\infty}\ell e^{-\ell x},\qquad
J_5(\infty)=\sum_{\ell=1}^{\infty}\ell\,\frac{5!}{\ell^6}=120\,\zeta(5)=124.43 .$$

Thus

$$\rho\to120\,\zeta(5)\,A\left(\frac T\Theta\right)^5 .\tag{7}$$

Few phonons are excited, their coupling is weak, and each turns an electron through a small angle. The integrand peaks where $5/x=\coth(x/2)$, near $x=5$. The cutoff must lie well beyond this peak, so $T<\Theta$ alone is not enough for the fifth-power law.

**High temperature.** For small $x$,

$$\frac1{4\sinh^2(x/2)}=\frac1{x^2}-\frac1{12}+\frac{x^2}{240}-\dots$$

Multiplication by $x^5$ and integration give

$$J_5(y)=\frac{y^4}{4}-\frac{y^6}{72}+\frac{y^8}{1920}-\dots,$$

$$\rho=\frac{A}{4}\frac T\Theta\left[1-\frac{1}{18}\left(\frac\Theta T\right)^2+\dots\right].\tag{8}$$

Every mode now has an occupation proportional to $T$. The condition $kT\ll E_F$ still applies. The logarithmic slope is $1+(\Theta/T)^2/9$ to this order, so it approaches one from above. The direct force calculation gave a power of 5.0000 between $\Theta/40$ and $\Theta/30$, and 1.0094 between $3\Theta$ and $4\Theta$.

**Why the rigid displacement suffices at both ends.** By isotropy the full solution has the form $\psi=k_x\varphi(\varepsilon)$. Averaging over common rotations of $\mathbf k$ and $\mathbf k'$, and using $2\mathbf k\cdot\mathbf k'=k^2+k'^2-q^2$,

$$\begin{aligned}
3\,\overline{(k_x\varphi-k_x'\varphi')^2}&=k^2\varphi^2+k'^2\varphi'^2-(k^2+k'^2-q^2)\varphi\varphi'\\
&=(\varphi-\varphi')(k^2\varphi-k'^2\varphi')+q^2\varphi\varphi'\\
&\simeq k_F^2(\varphi-\varphi')^2+q^2\varphi\varphi'.
\end{aligned}\tag{9}$$

At low $T$, thermal phonons have $q\ll k_F$. The first term penalizes any energy dependence strongly, so $\varphi$ becomes constant. At high $T$, $\omega\ll kT$ and $\varphi\simeq\varphi'$. One then minimizes the average of $\varphi^2$ at fixed average of $\varphi$, both with weight $-f_0'$, and again obtains a constant.

Minimizing the last line of (9) for the example's ratio $k_F/q_D$ gave 0.9997 of the rigid value at $\Theta/T=200$ and 0.9999 at $\Theta/T=0.5$. That line takes $kT/E_F\to0$. For the example's Fermi energy, $\Theta/T=0.5$ is 1050 K and $kT/E_F=0.034$; keeping the energy dependence of $k^2$ and of the driving term lowers the second value to 0.992. In between, the reduction is larger, as Section 7 shows.

## 6. Worked example in engineering units

The example is a model metal film with round parameters in the rough regime of a cobalt disilicide contact. The fcc lattice constant is $a=0.54$ nm, with one formula unit per primitive cell. The other inputs are $n=2\times10^{22}\ \mathrm{cm^{-3}}$, $m=m_e$, $c=6$ km/s, $\rho_M=5\ \mathrm{g/cm^3}$ and $D=5$ eV. The film is 30 nm thick, with an assumed residual resistivity of $3\ \mu\Omega\,$cm.

The primitive-cell volume is $a^3/4$, hence

$$q_D=\left(\frac{24\pi^2}{a^3}\right)^{1/3}=11.46\ \mathrm{nm^{-1}},\qquad
k_F=(3\pi^2n)^{1/3}=8.40\ \mathrm{nm^{-1}} .$$

The condition $q_D<2k_F=16.80\ \mathrm{nm^{-1}}$ holds. The sound speed gives $\Theta=\hbar cq_D/k=525$ K, and $E_F=2.69$ eV. The neglected energy ratios are small: $k\Theta/E_F=0.017$, and $kT/E_F=0.010$ at 300 K. Equation (2) gives $A=8.25\ \mu\Omega\,\mathrm{cm}=8.25\times10^{-8}\ \Omega\,\mathrm m$.

At 300 K, $\Theta/T=1.750$ and $J_5=1.989$, so

$$\rho=8.25\left(\frac{300}{525.1}\right)^5(1.989)\ \mu\Omega\,\mathrm{cm}=1.00\ \mu\Omega\,\mathrm{cm}.$$

The limiting laws for these parameters are

$$\rho_{\rm low}=2.57\times10^{-11}\,T^5,\qquad
\rho_{\rm high}=3.93\times10^{-3}\,T,$$

with $T$ in kelvin and $\rho$ in $\mu\Omega\,$cm.

| $T$ (K) | $\rho$ ($\mu\Omega\,$cm) | local power |
|---:|---:|---:|
| 20 | $8.23\times10^{-5}$ | 5.00 |
| 50 | $7.65\times10^{-3}$ | 4.69 |
| 100 | 0.115 | 3.00 |
| 300 | 1.00 | 1.32 |
| 600 | 2.26 | 1.08 |

The fifth-power law is 5% above equation (1) at 50 K, about $\Theta/10$. The linear law is 5% above it at 558 K, slightly above $\Theta$. Room temperature lies in the crossover: the linear law there gives $1.18\ \mu\Omega\,$cm instead of 1.00. The power of three at 100 K belongs to this crossover and does not indicate a separate scattering mechanism.

For implementation, evaluate the integrand as $x^5/[4\sinh^2(x/2)]$. At small $y$ use the series for $J_5$, which avoids division by a vanishing quantity. At large $y$ the omitted tail is about $e^{-y}(y^5+5y^4+20y^3+\dots)$, which is 1.3 times $y^5e^{-y}$ at $y=20$, so the upper limit can be truncated at a fixed large value.

## 7. What the model leaves out

**Energy-dependent displacement.** At 20, 50, 100 and 300 K the minimized resistivity is 0.980, 0.897, 0.888 and 0.988 of the rigid value (the last becomes 0.987 when the energy dependence of $k^2$ is kept). For phonon scattering alone, equation (1) is therefore about 13% above the energy-resolved result at 100 K. Strong elastic impurity scattering favours a displacement that is constant in energy, so in a film dominated by residual resistivity the phonon contribution lies closer to (1).

**Umklapp.** Let the electron change its wavevector by $\mathbf Q=\mathbf q+\mathbf G$, with $\mathbf G$ a reciprocal-lattice vector. For free electrons and three branches of equal speed, the sum over polarizations gives $\sum_s(\mathbf Q\cdot\hat{\mathbf e}_s)^2=Q^2$. The squared momentum change and the coupling supply $Q^4/\omega_q$, and electron phase space supplies $\omega_q/Q$. Equation (6) is then extended by

$$\int_0^{q_D}q^5N(N+1)\,dq\;\longrightarrow\;\int_{Q<2k_F}\frac{d^3Q}{4\pi}\,Q^3N_q(N_q+1),$$

where $q$ is the distance from $\mathbf Q$ to the nearest reciprocal-lattice point. The part with $\mathbf G=0$ is normal scattering.

The shortest nonzero $\mathbf G$ has length $2\pi\sqrt3/a$. It exceeds $2k_F$ by $3.36\ \mathrm{nm^{-1}}$, a phonon energy equivalent to 154 K. Umklapp must therefore freeze out exponentially on sufficient cooling. Its larger momentum transfer nevertheless lets it compete far below 154 K. With constant $D$, the umklapp-to-normal ratio is 6.0 at 20 K, 19 at 50 K and 11 at 300 K, and the two parts are equal at 14 K. There the normal part is $1.5\times10^{-5}\ \mu\Omega\,$cm, five parts per million of the assumed residual resistivity. In this estimate the fifth-power law emerges only below that temperature, where it is hard to separate from the residual term. These numbers depend strongly on the equal-speed assumption. With purely transverse branches of speed $0.6c$, the two parts are equal near 7 K, the ratio at 300 K is 25, and the 300 K total is about $26\ \mu\Omega\,$cm.

**Screening.** A constant $D$ requires $q$ well below the Thomas-Fermi wavenumber $k_{TF}$, here $14.2\ \mathrm{nm^{-1}}$. Replacing $D$ by $D/(1+Q^2/k_{TF}^2)$ multiplies the normal part at 300 K by 0.51. This form is taken from the jellium model, where $D$ itself would be $2E_F/3=1.8$ eV and the constant-$D$ normal part only $0.13\ \mu\Omega\,$cm; here it is applied to the chosen 5 eV as an illustration. Normal plus umklapp scattering gives $12.2\ \mu\Omega\,$cm with constant $D$ and $3.0\ \mu\Omega\,$cm with this screening. The spread shows how poorly the simple model fixes the prefactor.

**Phonon drag.** If electrons alone relaxed the phonons, normal processes would conserve the total momentum. Phonons would drift with the electrons, and the resistivity from these processes would vanish. The decay rate follows from (5): the coefficient of an excess occupation is $2\cdot2\pi|g_q|^2S_q$, or, with $\hbar$ restored,

$$\Gamma_q=\frac{m^2D^2q}{2\pi\rho_M\hbar^3}.$$

At $q_D$ it is $1.7\times10^{11}\ \mathrm{s^{-1}}$. Diffuse film surfaces would remove phonon momentum at a rate of order $c/(30\ \mathrm{nm})=2.0\times10^{11}\ \mathrm{s^{-1}}$. The rates are comparable, so surfaces alone do not secure the equilibrium assumption near $q_D$. At 20 K and $q=5kT/\hbar c$ the electron rate falls to $3.2\times10^{10}\ \mathrm{s^{-1}}$, and the assumption is better founded.

**Film surfaces.** At 300 K the normal-process mean free path is 173 nm, much longer than the film thickness. A mean free path equal to the thickness would correspond to $mv_F/(ne^2\cdot30\ \mathrm{nm})=5.75\ \mu\Omega\,$cm. This is a scale for surface scattering, not a prediction: fully diffuse surfaces add about 3/8 of it when the bulk mean free path is much shorter than the thickness. The example is not in that limit: with the residual term included the bulk mean free path is 43 nm. The full diffuse-surface integral adds 0.41 to 0.46 of the scale, or 2.4 to $2.7\ \mu\Omega\,$cm, for bulk resistivities from 1 to $15\ \mu\Omega\,$cm. Either value exceeds the normal phonon term.

**Comparison with a real silicide.** Cobalt disilicide films have room-temperature resistivities of very roughly 10 to 20 $\mu\Omega\,$cm. The normal-process result of $1.0\ \mu\Omega\,$cm is roughly ten to twenty times smaller. With constant $D$, the restriction to normal processes is the largest failing sized here: lifting it raises the model value about twelvefold for equal branch speeds, and more if the transverse branches are slower. With screening applied to both values, lifting it raises the result about sixfold, from 0.51 to $3.0\ \mu\Omega\,$cm; the added part is then comparable with what diffuse surfaces could add. The constant-$D$ total is no confirmation of the model, because $D$ was chosen and $\rho\propto D^2$. Optical phonons and the real, multi-sheet Fermi surface are also absent, and their effects have not been sized.

When (1) is fitted to measured data as $\rho_0+\rho(T)$, with $\rho_0$ the residual resistivity, $A$ and $\Theta$ should be read as effective parameters. The sum also assumes that impurity and phonon scattering add. A good fit over the crossover does not establish normal scattering, and it does not justify extrapolation to the fifth-power regime. The numerical output lists the values with more digits.

## Computed values

```
INPUTS (round model values)
lattice constant = 0.54 nm; thickness = 30 nm
carrier density = 2.0e+22 cm^-3; mass = 1.0 m_e
sound speed = 6.0 km/s; density = 5.0 g/cm^3
deformation energy = 5.0 eV
residual resistivity = 3.0 uOhm cm
DERIVED
Debye wavenumber = 11.458 nm^-1
Fermi wavenumber = 8.398 nm^-1; 2kF = 16.795 nm^-1
Fermi energy = 2.687 eV; Fermi speed = 9.722e+05 m/s
Debye temperature = 525.1 K
k Theta/E_F = 0.0168; kT/E_F at 300 K = 0.0096
J5(infinity) = 124.4313
prefactor A = 8.2509 uOhm cm = 8.2509e-08 Ohm m
T^5 coefficient = 2.5714e-11 uOhm cm/K^5
linear slope = 3.9282e-03 uOhm cm/K
TABLE: T(K), J5, rho, T^5 law, linear law (uOhm cm), power
   10  124.43133 2.5714e-06 2.5714e-06 3.9282e-02 5.000
   20  124.43127 8.2283e-05 8.2283e-05 7.8563e-02 5.000
   50  118.39360 7.6456e-03 8.0355e-03 1.9641e-01 4.689
  100   55.60387 1.1490e-01 2.5714e-01 3.9282e-01 3.003
  300    1.98912 9.9885e-01 6.2484e+01 1.1784e+00 1.321
  600    0.14061 2.2594e+00 1.9995e+03 2.3569e+00 1.084
 1000    0.01872 3.8686e+00 2.5714e+04 3.9282e+00 1.030
T^5 law 5% too high at 49.8 K
linear law 5% too high at 558.0 K
TESTS
largest error, direct force against formula = 2.2e-05
direct-force powers: low T 5.0000, high T 1.0094
energy-resolved/rigid: Theta/T=200 0.99965, 0.5 0.99986
NEGLECTED EFFECTS
20 K: energy-resolved/rigid = 0.9799; umklapp/normal = 6.031
50 K: energy-resolved/rigid = 0.8974; umklapp/normal = 19.415
100 K: energy-resolved/rigid = 0.8880; umklapp/normal = 13.915
300 K: energy-resolved/rigid = 0.9876; umklapp/normal = 11.132
umklapp gap = 3.358 nm^-1 = 153.9 K
umklapp equals normal scattering at 14.2 K
normal rho at that temperature = 1.491e-05 uOhm cm
300 K, normal + umklapp, constant D = 12.16 uOhm cm
Thomas-Fermi wavenumber = 14.21 nm^-1
300 K, screening factor on normal part = 0.513
300 K, normal + umklapp, screened D = 2.98 uOhm cm
phonon decay to electrons at qD = 1.66e+11 s^-1
same at q = 5kT/(hbar c), 20 K = 3.15e+10 s^-1
phonon boundary rate c/thickness = 2.00e+11 s^-1
normal-process time, 300 K = 177.6 fs
normal-process mean free path, 300 K = 172.7 nm
resistivity if mean free path = thickness: 5.75 uOhm cm
```
